# Why Positive Binding Energy Does Not Make Defect Complexes Dominate

In a model semiconductor at 1000 K, two kinds of point defect, A and B, attract each other with a binding energy of 0.60 eV. That is about seven times \(kT\), which is 0.0862 eV. Yet fewer than four defects in a thousand are paired: the free concentrations are \(c_A=c_B=1.79\times10^{22}\ \mathrm{m^{-3}}\), while that of the complex AB is \(c_{AB}=6.8\times10^{19}\ \mathrm{m^{-3}}\).

## The belief and its appeal

Let \(E_A\), \(E_B\) and \(E_{AB}\) be the formation energies of the two defects and of their complex. The binding energy is

\[
E_b=E_A+E_B-E_{AB},
\]

positive when the partners attract. The belief is that \(E_b>0\), or at least \(E_b\gg kT\), means that the defects occur mainly as complexes.

The argument for it is simple. Take one A and one B. Together they have a lower energy than apart, so they should be found together. For a given pair at sufficiently low temperature this is right. But the argument compares one bound arrangement with one separated arrangement, and in a dilute crystal there are vastly more separated ones. In full equilibrium there is a second gap: the numbers of A and B are not given. The crystal need not make a B for each A to bind.

Here "the complex dominates" will mean that it outnumbers both free constituents, \(c_{AB}>c_A\) and \(c_{AB}>c_B\). Since the total amount of A is \(c_A+c_{AB}\), and similarly for B, this says that more than half of each species is bound.

## Counting the arrangements

Let a volume \(V\) contain \(M=NV\) sites for A and equally many, on another sublattice, for B. A complex has \(z\) orientations per A site, hence \(zM\) possible placements. In the example B occupies one of the nearest neighbours of A in a zincblende lattice, so \(z=4\).

Suppose the defects are dilute, so that they rarely compete for sites, and neglect clusters larger than AB. Defects of one kind are indistinguishable, so the number of arrangements is

\[
W=\frac{M^{n_A}}{n_A!}\,\frac{M^{n_B}}{n_B!}\,\frac{(zM)^{n_{AB}}}{n_{AB}!}.
\]

Vibrational entropy and spin degeneracy are left out, and so is any interaction between A and B beyond the \(z\) bound positions. With \(M_A=M_B=M\), \(M_{AB}=zM\) and Stirling's formula \(\ln n!\simeq n\ln n-n\), the free energy is

\[
F=\sum_i n_iE_i-kT\ln W
=\sum_i n_i\left[E_i-kT\left(\ln\frac{M_i}{n_i}+1\right)\right].
\]

The formation energies already include exchange of atoms and electrons with their reservoirs. Differentiating, the \(+1\) cancels against the derivative of the logarithm:

\[
\mu_i\equiv\frac{\partial F}{\partial n_i}=E_i+kT\ln\frac{n_i}{M_i}.
\]

The reaction A + B → AB removes one A and one B and adds one AB. At its equilibrium \(F\) is stationary, so \(\mu_{AB}-\mu_A-\mu_B=0\). Writing \(n_i=c_iV\) and \(M=NV\),

\[
-E_b+kT\ln\left[\frac{c_{AB}}{zN}\,\frac{N^2}{c_Ac_B}\right]=0,
\]

and therefore

\[
\frac{c_{AB}}{c_Ac_B}=K,\qquad K=\frac{z}{N}e^{E_b/kT}.
\]

This is the law of mass action. It requires equilibrium of the pairing reaction alone; the total numbers of A and B may be frozen or free.

## The condition for dominance

Mass action gives the two ratios of interest:

\[
\frac{c_{AB}}{c_A}=Kc_B,\qquad \frac{c_{AB}}{c_B}=Kc_A.
\]

Both exceed one if and only if \(Kc_{\min}>1\), where \(c_{\min}\) is the smaller of the free concentrations \(c_A\) and \(c_B\). Taking the logarithm and multiplying by \(kT\),

\[
\boxed{E_b+kT\ln z>kT\ln\frac{N}{c_{\min}}}
\]

The right-hand side is the price of confinement. Adding a free B to a crystal that holds \(n_B\) of them raises \(\ln W\) by \(\ln(M/n_B)=\ln(N/c_B)\). A B tied to an A gives up this freedom and keeps a choice of \(z\) orientations. The more dilute the partner, the more freedom is lost, and the stronger the binding must be.

## Full equilibrium

If defects can also be created and destroyed, each \(n_i\) adjusts separately and every \(\mu_i\) vanishes:

\[
c_A=Ne^{-E_A/kT},\quad c_B=Ne^{-E_B/kT},\quad c_{AB}=zNe^{-E_{AB}/kT}.
\]

Hence \(kT\ln(N/c_A)=E_A\) and \(kT\ln(N/c_B)=E_B\). The smaller concentration belongs to the larger formation energy, so the boxed condition becomes

\[
E_b+kT\ln z>\max(E_A,E_B).
\]

This is the same criterion with the concentrations now set by the formation energies. For \(z=1\), inserting the definition of \(E_b\) and using \(E_A+E_B-\max(E_A,E_B)=\min(E_A,E_B)\) turns it into \(E_{AB}<\min(E_A,E_B)\). For \(z=1\) the complex must therefore be cheaper than either constituent alone, whereas positive binding says merely that it is cheaper than their sum. For general \(z\) the same step gives \(E_{AB}<\min(E_A,E_B)+kT\ln z\), so the orientations allow the complex to be dearer by up to \(kT\ln z\).

In the opening example \(E_A=E_B=1.20\) eV, so \(E_{AB}=1.20+1.20-0.60=1.80\) eV. With \(kT\ln4=0.12\) eV, dominance needs \(E_b>1.20-0.12=1.08\) eV. The actual ratio is

\[
\frac{c_{AB}}{c_A}=z\,e^{(E_b-E_B)/kT}=4\,e^{-0.60/0.0862}\simeq3.8\times10^{-3}.
\]

Raising the binding energy to 1.40 eV, with all else unchanged, gives \(4e^{0.20/0.0862}\simeq41\), and the complex dominates.

## The Fermi level can reverse the verdict

In this model A has charge \(+1\), B has charge \(-1\) and AB is neutral. Let \(E_F\) be the Fermi level measured from the valence-band edge. Making A\(^+\) delivers an electron to the reservoir at energy \(E_F\); making B\(^-\) takes one from it. Thus

\[
E_A=0.20\ \mathrm{eV}+E_F,\qquad E_B=2.20\ \mathrm{eV}-E_F.
\]

The sum is 2.40 eV at any Fermi level, so \(E_{AB}=2.40\ \mathrm{eV}-E_b\) and \(c_{AB}\) do not depend on doping. The larger of \(E_A\) and \(E_B\) does.

With electron and hole densities \(n\) and \(p\), and a density \(D\) of ionized donors, neutrality fixes \(E_F\):

\[
p-n+c_A-c_B+D=0.
\]

The site density is \(N=2\times10^{28}\ \mathrm{m^{-3}}\), the gap is \(E_g=2.00\) eV, and both band masses equal the free-electron mass \(m_e\). With Boltzmann statistics \(n=N_0e^{(E_F-E_g)/kT}\) and \(p=N_0e^{-E_F/kT}\), where \(N_0=2(2\pi m_ekT/h^2)^{3/2}=1.53\times10^{26}\ \mathrm{m^{-3}}\) at 1000 K. Without donors, \(E_F=1.00\) eV therefore gives \(n=p\) and \(c_A=c_B\), which is the case treated so far. Now add \(D=5.0\times10^{24}\ \mathrm{m^{-3}}\) to the crystal with \(E_b=1.40\) eV. The Fermi level rises to 1.48 eV, so \(E_A=1.68\) eV and \(E_B=0.72\) eV. Dominance now requires \(1.68-0.12=1.56\) eV, more than the available 1.40 eV. The complex stays at \(7.3\times10^{23}\ \mathrm{m^{-3}}\), but free B has climbed to \(4.6\times10^{24}\ \mathrm{m^{-3}}\), and the ratio is 0.16.

Most B is now free, although nearly all A is bound, since \(c_A\) has fallen to \(6.9\times10^{19}\ \mathrm{m^{-3}}\). A statement about "the defects" must therefore say which species it concerns.

The change of verdict occurs where \(c_B=c_{AB}\). Mass action then gives \(c_A=1/K\), and neutrality gives

\[
D=c_{AB}-\frac1K+n-p,
\]

with \(n\) and \(p\) taken at that Fermi level. The result is \(7.9\times10^{23}\ \mathrm{m^{-3}}\), slightly above \(c_{AB}\).

The binding energy itself was independent of \(E_F\) because the charges add. In general each formation energy contains \(q_iE_F\), so \(E_b\) contains \((q_A+q_B-q_{AB})E_F\). If the complex captures or releases a carrier, its binding energy must be evaluated at the actual Fermi level.

## When the totals are frozen

For a crystal like the opening one, the belief comes closer to the truth than in full equilibrium when defects made at high temperature are cooled so that they can still pair but can no longer be created or lost. The totals \(C_A=c_A+c_{AB}\) and \(C_B=c_B+c_{AB}\) are then fixed. Label the species so that \(C_A\le C_B\), and write \(x=c_{AB}\). Mass action reads

\[
x=K(C_A-x)(C_B-x).
\]

Dividing by \(K\), expanding and collecting terms gives

\[
x^2-Sx+C_AC_B=0,\qquad S=C_A+C_B+\frac1K.
\]

At \(x=C_A\) the left-hand side equals \(-C_A/K<0\), so \(C_A\) lies between the two roots. As \(x\) cannot exceed \(C_A\), the smaller root is the physical one:

\[
c_{AB}=\frac{S-\sqrt{S^2-4C_AC_B}}{2}
=\frac{2C_AC_B}{S+\sqrt{S^2-4C_AC_B}}.
\]

The thresholds follow without solving for the root. Half of the scarcer species is bound when \(c_{AB}=c_A=C_A/2\). Then \(Kc_B=1\) with \(c_B=C_B-C_A/2\), so

\[
E_b=kT\ln\frac{N}{z(C_B-C_A/2)}.
\]

For AB to outnumber free B as well, \(x\) must exceed \(C_B/2\). At equality \(Kc_A=1\) with \(c_A=C_A-C_B/2\), so

\[
E_b=kT\ln\frac{N}{z(C_A-C_B/2)}.
\]

If \(C_A\le C_B/2\), no binding energy suffices: there is too little A to bind half of B.

For equal totals \(C\) both thresholds become \(kT\ln[2N/(zC)]\). Setting this equal to \(E_b\) gives the half-pairing temperature

\[
T_{1/2}=\frac{E_b}{k\ln[2N/(zC)]}.
\]

Take the opening crystal again, with \(N=2\times10^{28}\ \mathrm{m^{-3}}\) and \(C=1.80\times10^{22}\ \mathrm{m^{-3}}\). The logarithm is \(\ln(5.6\times10^5)\simeq13.2\), and 0.60 eV gives \(T_{1/2}\simeq526\) K. At 300 K the threshold is 0.34 eV and 99.5% of the defects are paired. This is the equilibrium value for mobile partners that keep their charge states. Whether they meet in the available time is a question of diffusion.

Full equilibrium at 300 K gives the opposite answer. The ratio \(c_{AB}/c_A=4e^{-0.60\ \mathrm{eV}/kT}\) falls on cooling, to \(3.3\times10^{-10}\). The crystal removes the defects rather than pairing them, and \(c_A\) drops to about \(1.4\times10^8\ \mathrm{m^{-3}}\). The same 0.60 eV thus gives almost complete pairing under one constraint and almost none under the other.

The low-temperature limits show why. At fixed, equal totals the threshold \(kT\ln[2N/(zC)]\) tends to zero with \(T\), so any positive binding eventually wins. In full equilibrium, with fixed formation energies, the threshold tends to \(\max(E_A,E_B)\).

## Where the criterion stops

The derivation assumes \(c_i\ll N\). If a complex readily binds a third defect, larger clusters need their own mass-action laws, and AB may lose to them even when it outnumbers its constituents. For charged partners the Coulomb attraction at larger separations and the screening by other charges are neglected; both modify the concentrations. Pairing of B\(^-\) with the ionized donors is neglected as well, although in the doped example the two are present at comparable densities. Spin degeneracies \(g_i\), or equivalent factors from vibrational entropy, replace \(M_i\) by \(g_iM_i\). In the boxed condition \(z\) then becomes \(z\,g_{AB}/(g_Ag_B)\). In full equilibrium \(c_{AB}/c_A\) gains the factor \(g_{AB}/g_A\) and \(c_{AB}/c_B\) the factor \(g_{AB}/g_B\), so the two comparisons must be made separately.

The numerical check compares the frozen-total thresholds with an exact sum over the number of pairs in a finite cell model: 2000 A and 3000 B in \(10^7\) cells, each cell being empty or holding one A, one B, or one pair with \(z=4\) orientations. Half of the scarcer species is bound at \(E_b/kT=7.130\) in the sum and 7.131 in the formula. The full-equilibrium threshold is tested by numerical minimization of the free energy per cell of the same model, in Stirling's approximation and with site exclusion kept.

## Numbers as computed

```
site density N = 2.00e+28 m^-3
pair orientations z = 4
band gap = 2.00 eV
E_A and E_B at valence-band edge = 0.20, 2.20 eV
hot temperature = 1000 K
kT hot = 0.08617 eV
kT ln z hot = 0.1195 eV
band density of states hot = 1.527e+26 m^-3
[weak undoped] E_b = 0.60 eV, donors = 0.00e+00 m^-3
  Fermi level = 1.0000 eV
  E_A, E_B, E_AB = 1.2000, 1.2000, 1.8000 eV
  E_b needed for dominance = 1.0805 eV
  c_A, c_B = 1.792e+22, 1.792e+22 m^-3
  c_AB = 6.784e+19 m^-3
  electrons, holes = 1.394e+21, 1.394e+21 m^-3
  c_AB / larger constituent = 3.786e-03
[strong undoped] E_b = 1.40 eV, donors = 0.00e+00 m^-3
  Fermi level = 1.0000 eV
  E_A, E_B, E_AB = 1.2000, 1.2000, 1.0000 eV
  E_b needed for dominance = 1.0805 eV
  c_A, c_B = 1.792e+22, 1.792e+22 m^-3
  c_AB = 7.300e+23 m^-3
  electrons, holes = 1.394e+21, 1.394e+21 m^-3
  c_AB / larger constituent = 4.074e+01
[strong doped] E_b = 1.40 eV, donors = 5.00e+24 m^-3
  Fermi level = 1.4788 eV
  E_A, E_B, E_AB = 1.6788, 0.7212, 1.0000 eV
  E_b needed for dominance = 1.5594 eV
  c_A, c_B = 6.921e+19, 4.639e+24 m^-3
  c_AB = 7.300e+23 m^-3
  electrons, holes = 3.608e+23, 5.382e+18 m^-3
  c_AB / larger constituent = 1.573e-01
donor density at crossing (strong) = 7.863e+23 m^-3
frozen total of A (equal to B) = 1.7986e+22 m^-3
paired fraction at 1000 K = 3.772e-03
half-pairing temperature, frozen totals = 526.3 K
cold temperature = 300 K, kT = 0.02585 eV
E_b needed cold, frozen totals = 0.3420 eV
paired fraction cold, frozen totals = 0.99520
c_AB / c_A cold, full equilibrium = 3.330e-10
c_A cold, full equilibrium = 1.386e+08 m^-3
canonical test, half of A bound: E_b/kT = 7.1303
  formula = 7.1309
canonical test, AB exceeds both: E_b/kT = 8.5164
  formula = 8.5172
```
